**Latent-heat conservation in effective-capacity and enthalpy calculations**

The program tests whether a heat capacity $C=\rho c+\rho Lf'(T)$, sampled once per time step, accounts for the latent heat of melting. Here $\rho$ is density, $c$ specific heat, $L$ latent heat per unit mass, $f$ liquid fraction and $w$ the width of the numerical melting interval. For an isolated cell, it asserts that direct stepping agrees with the derived average charge, and that iteration with the new heat capacity can converge with all latent heat missing or alternate between two values. It also asserts that the enthalpy solver conserves energy and reproduces the melt depth of a two-phase Neumann solution within 4%; the output gives 678.2 nm against 679.1 nm. In the silicon example, with a 1 K interval and a 1 ns step, the effective-capacity method leaves 93% of its melt's latent heat unpaid and gives a depth of 660 nm, against 299 nm from the enthalpy method. Further runs show how the error changes with interval width and time step. The last part sizes neglected effects from rough inputs, of which the reflectivity change has the largest computed effect on melt depth.

## Verification by program

```python
# RESULT UNDER TEST: an effective heat capacity C(T) = rho*c + rho*L*f'(T), sampled
# once per time step, can jump over its melting interval and leave latent heat unpaid.
# An enthalpy step on the same grid and with the same time step conserves energy.
# Symbols: rho density, c specific heat, L latent heat, f liquid fraction,
# w interval width, Ts and Tl its lower and upper ends, Lam = L/c,
# D temperature rise per step outside the interval, d the rise inside it.
import numpy as np
from scipy.constants import Stefan_Boltzmann
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf, erfc

rho, c0, L, Tm, Tinit = 2330.0, 1000.0, 1.8e6, 1685.0, 300.0
k_liquid, k_room, k_power = 60.0, 150.0, 1.2
flux, t_pulse, ns, nm = 6.0e10, 100e-9, 1e-9, 1e-9
Lam = L / c0


def fraction(T, w):
    return np.clip((T - Tm + w / 2) / w, 0.0, 1.0)


def enthalpy(T, w, c=c0):
    return rho * c * T + rho * L * fraction(T, w)


def capacity(T, w, c=c0):
    inside = (T >= Tm - w / 2) & (T < Tm + w / 2)
    return rho * c + rho * L / w * inside


# ---------- single cell: average charged latent heat over starting temperatures
def charged_by_stepping(D, w, samples=20000):
    T = Tm - w / 2 - D + D * (np.arange(samples) + 0.5) / samples
    charged = np.zeros(samples)
    while np.any(T < Tm + w / 2):
        active = T < Tm + w / 2
        C = capacity(T, w)
        rise = np.where(active, rho * c0 * D / C, 0.0)
        charged += (C - rho * c0) * rise
        T = T + rise
    return charged.mean() / (rho * L)


def charged_by_law(D, w):
    d = D / (1 + Lam / w)
    return (w + d) / (2 * D) if D >= w else 1 - (D - d) / (2 * w)


cell_w = 10.0
cell_rows = []
for D in (2.0, 10.0, 20.0, 50.0):
    stepped, law = charged_by_stepping(D, cell_w), charged_by_law(D, cell_w)
    assert abs(stepped - law) < 2e-3, (D, stepped, law)
    cell_rows.append((D, stepped, law))


# ---------- single cell: iterate with the capacity at the new temperature
def iterate_new_capacity(T_start, D, w, count=40):
    values = [T_start]
    for _ in range(count):
        values.append(T_start + rho * c0 * D / float(capacity(values[-1], w)))
    return values


cell_D = 20.0
skip_start = Tm - cell_w / 2 - 3.0
skip_end = iterate_new_capacity(skip_start, cell_D, cell_w)[-1]
skip_defect = (enthalpy(skip_end, cell_w) - enthalpy(skip_start, cell_w)
               - rho * c0 * cell_D) / (rho * L)
true_end = brentq(lambda T: enthalpy(T, cell_w) - enthalpy(skip_start, cell_w)
                  - rho * c0 * cell_D, skip_start, skip_start + 2 * cell_D)
assert abs(skip_defect - 1) < 1e-9
assert Tm - cell_w / 2 < true_end < Tm + cell_w / 2
cycle_start = Tm - cell_w / 2 - 12.0
cycle = iterate_new_capacity(cycle_start, cell_D, cell_w)
assert abs(cycle[-1] - cycle[-2]) > 1.0 and abs(cycle[-1] - cycle[-3]) < 1e-9


# ---------- one-dimensional conduction by finite volumes
def make_grid(dx):
    widths = [dx] * int(round(1000 * nm / dx))
    while sum(widths) < 15e-6:
        widths.append(widths[-1] * 1.08)
    return np.array(widths)


def silicon_k(T, f):
    solid = k_room * (300.0 / np.minimum(T, Tm)) ** k_power
    return f * k_liquid + (1 - f) * solid


def steady_pulse(t0, t1, surface_f):
    return flux * (t1 - t0)


def run(method, w, dt, t_end=t_pulse, dx=5 * nm, source=steady_pulse,
        k_of=silicon_k, c=c0):
    h = make_grid(dx)
    T = np.full(h.size, Tinit)
    H_start = enthalpy(T, w, c)
    low, high, peak = Tm - w / 2, Tm + w / 2, rho * L / w
    absorbed = charged = 0.0
    depths, surface = [0.0], [Tinit]
    band = np.zeros((3, h.size))

    def linear_solve(cap, g, rhs):
        band[0, 1:] = -g
        band[2, :-1] = -g
        band[1] = cap * h
        band[1, :-1] += g
        band[1, 1:] += g
        return solve_banded((1, 1), band, rhs, check_finite=False)

    for n in range(int(round(t_end / dt))):
        f = fraction(T, w)
        k = k_of(T, f)
        g = dt / (h[:-1] / (2 * k[:-1]) + h[1:] / (2 * k[1:]))
        energy = source(n * dt, (n + 1) * dt, f[0])
        absorbed += energy
        if method == "capacity":
            C = capacity(T, w, c)
            rhs = C * h * T
            rhs[0] += energy
            T_new = linear_solve(C, g, rhs)
            charged += np.sum((C - rho * c) * (T_new - T) * h)
            T = T_new
        else:
            # Nested Newton: H is split into two convex piecewise-linear parts.
            base = enthalpy(T, w, c) * h
            base[0] += energy
            above_low = T > low
            above_high = np.zeros(h.size, dtype=bool)
            for _ in range(100):
                for _ in range(100):
                    slope = peak * (above_low.astype(float) - above_high)
                    shift = peak * (above_low * low - above_high * high)
                    T = linear_solve(rho * c + slope, g, base + shift * h)
                    updated = T > low
                    if np.array_equal(updated, above_low):
                        break
                    above_low = updated
                updated = T > high
                if np.array_equal(updated, above_high):
                    break
                above_high = updated
        depths.append(np.sum(fraction(T, w) * h))
        surface.append(T[0])
    gain = np.sum((enthalpy(T, w, c) - H_start) * h)
    return dict(depth=depths[-1], Tsurf=T[0], absorbed=absorbed, gain=gain,
                charged=charged, depths=np.array(depths), surface=np.array(surface))


# ---------- enthalpy solver against the two-phase Neumann solution
k_sol, T_hot, t_test = 20.0, 2500.0, 50 * ns
a_liq, a_sol = k_liquid / (rho * c0), k_sol / (rho * c0)
ratio = np.sqrt(a_liq / a_sol)


def front_balance(lam):
    heat_in = k_liquid * (T_hot - Tm) * np.exp(-lam**2) / (
        erf(lam) * np.sqrt(np.pi * a_liq))
    heat_out = k_sol * (Tm - Tinit) * np.exp(-(lam * ratio)**2) / (
        erfc(lam * ratio) * np.sqrt(np.pi * a_sol))
    return heat_in - heat_out - rho * L * lam * np.sqrt(a_liq)


lam = brentq(front_balance, 1e-3, 2.0)
exact_depth = 2 * lam * np.sqrt(a_liq * t_test)
flux_scale = k_liquid * (T_hot - Tm) / (erf(lam) * np.sqrt(np.pi * a_liq))
neumann = run("enthalpy", 1.0, 0.1 * ns, t_end=t_test,
              source=lambda t0, t1, f: 2 * flux_scale * (np.sqrt(t1) - np.sqrt(t0)),
              k_of=lambda T, f: f * k_liquid + (1 - f) * k_sol)
# First-order time stepping and a 5 nm grid justify a few percent.
assert abs(neumann["depth"] / exact_depth - 1) < 0.04, (neumann["depth"], exact_depth)

# ---------- silicon example: same grid and step, different latent bookkeeping
dt_ref = 0.2 * ns
reference = run("enthalpy", 1.0, dt_ref)
same_step = run("enthalpy", 1.0, 1.0 * ns)
finer_grid = run("enthalpy", 1.0, dt_ref, dx=2.5 * nm)
wide = run("enthalpy", 50.0, dt_ref)
for result in (neumann, reference, same_step, finer_grid, wide):
    assert abs(result["gain"] / result["absorbed"] - 1) < 1e-7
assert abs(same_step["depth"] / reference["depth"] - 1) < 0.10
assert abs(finer_grid["depth"] / reference["depth"] - 1) < 0.05

table = {}
for w in (1.0, 10.0, 50.0):
    for step in (1.0, 0.1, 0.01):
        result = run("capacity", w, step * ns)
        latent = rho * L * result["depth"]
        unpaid = result["gain"] - result["absorbed"]
        assert abs(unpaid - (latent - result["charged"])) < 1e-6 * result["absorbed"]
        result["missed"] = unpaid / latent
        table[w, step] = result
bad = table[1.0, 1.0]
assert bad["missed"] > 0.5
assert bad["depth"] > 1.2 * same_step["depth"]
assert abs(table[50.0, 0.01]["missed"]) < 0.10

melt_index = int(np.argmax(reference["surface"] > Tm - 0.5))
heating_rate = (reference["surface"][melt_index - 1]
                - reference["surface"][melt_index - 2]) / dt_ref
last = int(round(20 * ns / dt_ref))
front_speed = (reference["depths"][-1] - reference["depths"][-1 - last]) / (20 * ns)

# ---------- neglected effects, with rough material values
R_solid, R_liquid = 0.60, 0.70
absorb_ratio = (1 - R_liquid) / (1 - R_solid)
dimmed = run("enthalpy", 1.0, dt_ref, source=lambda t0, t1, f:
             flux * (t1 - t0) * (1 - f * (1 - absorb_ratio)))
light_c = run("enthalpy", 1.0, dt_ref, c=0.9 * c0)
superheat_per_speed, absorption_depth, rho_liquid = 15.0, 7 * nm, 2550.0
superheat = superheat_per_speed * front_speed
absorption_drop = flux * absorption_depth / k_liquid
radiated = Stefan_Boltzmann * reference["Tsurf"]**4 * t_pulse / reference["absorbed"]


def percent_change(result):
    return 100 * (result["depth"] / reference["depth"] - 1)


J_cm2 = 1e-4
print(f"density {rho:.0f} kg/m3; specific heat {c0:.0f} J/(kg K)")
print(f"latent heat {L:.2e} J/kg; L/c = {Lam:.0f} K")
print(f"melting point {Tm:.0f} K; initial temperature {Tinit:.0f} K")
print(f"solid k = {k_room:.0f}*(300 K/T)^{k_power:.1f} W/(m K); liquid k = {k_liquid:.0f}")
print(f"absorbed flux {flux:.2e} W/m2; pulse {t_pulse/ns:.0f} ns")
print("surface cell width 5 nm, uniform to 1000 nm, then stretched")
print(f"SINGLE CELL, interval {cell_w:.0f} K: mean charged latent fraction")
for D, stepped, law in cell_rows:
    print(f"  D = {D:4.0f} K: stepping {stepped:.4f}, law {law:.4f}")
print(f"new-capacity iteration, D = {cell_D:.0f} K, start {skip_start:.2f} K:")
print(f"  iterated end {skip_end:.2f} K; energy-conserving end {true_end:.2f} K")
print(f"  unpaid latent fraction {skip_defect:.4f}")
print(f"  start {cycle_start:.2f} K: alternates {min(cycle[-2:]):.2f}, {max(cycle[-2:]):.2f} K")
print(f"NEUMANN TEST at {t_test/ns:.0f} ns: hot side {T_hot:.0f} K, solid k {k_sol:.0f} W/(m K)")
print(f"  lambda {lam:.4f}; depth exact {exact_depth/nm:.1f}, solver {neumann['depth']/nm:.1f} nm")
print("SILICON, end of pulse, interval 1 K, step 1 ns")
for name, result in (("enthalpy", same_step), ("capacity", bad)):
    print(f"  {name}: melt depth {result['depth']/nm:.1f} nm, surface {result['Tsurf']:.0f} K")
    print(f"    absorbed {result['absorbed']*J_cm2:.4f}, gained {result['gain']*J_cm2:.4f} J/cm2")
print(f"  capacity: latent content {rho*L*bad['depth']*J_cm2:.4f} J/cm2")
print(f"  capacity: latent charged {bad['charged']*J_cm2:.4f} J/cm2")
print(f"  capacity: unpaid latent {(bad['gain']-bad['absorbed'])*J_cm2:.4f} J/cm2")
print(f"surface melting starts near {melt_index*dt_ref/ns:.1f} ns")
print(f"surface heating rate just before melting {heating_rate*ns:.2f} K/ns")
print("CAPACITY METHOD: interval, step, unpaid latent fraction, melt depth")
for (w, step), result in table.items():
    print(f"  {w:3.0f} K, {step:4.2f} ns: {result['missed']:7.3f}, {result['depth']/nm:6.1f} nm")
print(f"ENTHALPY depth, 1 K, 0.2 ns: {reference['depth']/nm:.1f} nm")
print(f"  with 2.5 nm cells: {finer_grid['depth']/nm:.1f} nm")
print(f"  with 50 K interval: {wide['depth']/nm:.1f} nm")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"  reflectivity {R_solid:.2f} to {R_liquid:.2f}: depth change {percent_change(dimmed):.1f} %")
print(f"  specific heat 10 % lower: depth change {percent_change(light_c):.1f} %")
print(f"  mean front speed, last 20 ns: {front_speed:.2f} m/s")
print(f"  superheating at {superheat_per_speed:.0f} K per m/s: {superheat:.0f} K")
print(f"  absorption depth {absorption_depth/nm:.0f} nm: temperature scale {absorption_drop:.1f} K")
print(f"  radiation / absorbed energy, upper estimate: {radiated:.1e}")
print(f"  liquid density {rho_liquid:.0f} kg/m3: thickness change {100*(rho/rho_liquid-1):.1f} %")
print("OK")
```

Running it gives:

```
density 2330 kg/m3; specific heat 1000 J/(kg K)
latent heat 1.80e+06 J/kg; L/c = 1800 K
melting point 1685 K; initial temperature 300 K
solid k = 150*(300 K/T)^1.2 W/(m K); liquid k = 60
absorbed flux 6.00e+10 W/m2; pulse 100 ns
surface cell width 5 nm, uniform to 1000 nm, then stretched
SINGLE CELL, interval 10 K: mean charged latent fraction
  D =    2 K: stepping 0.9006, law 0.9006
  D =   10 K: stepping 0.5028, law 0.5028
  D =   20 K: stepping 0.2528, law 0.2528
  D =   50 K: stepping 0.1028, law 0.1028
new-capacity iteration, D = 20 K, start 1677.00 K:
  iterated end 1697.00 K; energy-conserving end 1680.09 K
  unpaid latent fraction 1.0000
  start 1668.00 K: alternates 1668.11, 1688.00 K
NEUMANN TEST at 50 ns: hot side 2500 K, solid k 20 W/(m K)
  lambda 0.2992; depth exact 679.1, solver 678.2 nm
SILICON, end of pulse, interval 1 K, step 1 ns
  enthalpy: melt depth 298.6 nm, surface 1978 K
    absorbed 0.6000, gained 0.6000 J/cm2
  capacity: melt depth 660.0 nm, surface 2293 K
    absorbed 0.6000, gained 0.8579 J/cm2
  capacity: latent content 0.2768 J/cm2
  capacity: latent charged 0.0189 J/cm2
  capacity: unpaid latent 0.2579 J/cm2
surface melting starts near 35.4 ns
surface heating rate just before melting 31.93 K/ns
CAPACITY METHOD: interval, step, unpaid latent fraction, melt depth
    1 K, 1.00 ns:   0.932,  660.0 nm
    1 K, 0.10 ns:   0.856,  614.0 nm
    1 K, 0.01 ns:   0.480,  432.0 nm
   10 K, 1.00 ns:   0.194,  341.3 nm
   10 K, 0.10 ns:   0.050,  311.1 nm
   10 K, 0.01 ns:   0.004,  302.4 nm
   50 K, 1.00 ns:   0.052,  306.9 nm
   50 K, 0.10 ns:   0.007,  301.2 nm
   50 K, 0.01 ns:   0.001,  300.2 nm
ENTHALPY depth, 1 K, 0.2 ns: 300.9 nm
  with 2.5 nm cells: 301.3 nm
  with 50 K interval: 299.6 nm
NEGLECTED EFFECTS (rough inputs)
  reflectivity 0.60 to 0.70: depth change -47.6 %
  specific heat 10 % lower: depth change 12.7 %
  mean front speed, last 20 ns: 5.41 m/s
  superheating at 15 K per m/s: 81 K
  absorption depth 7 nm: temperature scale 7.0 K
  radiation / absorbed energy, upper estimate: 1.4e-05
  liquid density 2550 kg/m3: thickness change -8.6 %
OK
```
